Choosing boundary mean free paths for phonons in films and nanowires

**The decision**

A lattice-dynamics calculation has delivered phonon frequencies, group velocities and lifetimes for a bulk crystal, and the conductivity of a wire or film is wanted. The boundary treatment must now be chosen. One option adds a scattering rate |v|/B to every mode, with one length B for the whole structure. The other samples free paths: it starts phonons at random interior points, draws an exponential flight for each, and cuts the flight at the first surface.

For a model wire treated below, the fixed-length option errs by up to 6% among the three groups of modes considered and by 2% in their total. Those errors assume that B was itself obtained from the sampled geometry. For a film with heat flowing along its plane, no finite B reproduces the long-path limit. Sampling needs no B, but its result is the transport solution only under conditions that must be checked first.

**What the sampled length means**

Let z be the direction of heat flow. The structure is unchanged by translation along z, and its cross-section may have any shape, including a non-convex one. The temperature is T(z) = T₀ + Gz, with constant G. Mode m has velocity v, unit direction s = v/|v|, lifetime τ and intrinsic mean free path Λ = |v|τ. Walls are fully diffuse: what leaves a wall has the equilibrium occupation at the local temperature. Bulk modes and the relaxation-time approximation are assumed.

The steady Boltzmann equation for the occupation n is

v·∇n = −(n − n₀(T))/τ.

Write n = n₀(T(z)) + g and keep terms of first order in G. With n₀′ = ∂n₀/∂T,

v_z G n₀′ + v·∇g = −g/τ.

Modes with v_z = 0 carry no heat along z. For the others, define a length f by

g = −(v_z/|v|) G n₀′ f.

Since v·∇f = |v| s·∇f, substitution gives

v_z G n₀′ − v_z G n₀′ s·∇f = v_z G n₀′ f/(|v|τ).

Division by v_z G n₀′ leaves

s·∇f + f/Λ = 1, with f = 0 where the mode leaves a wall.

This used the assumed linear T(z) both inside and at the walls, so energy conservation must be checked. Suppose each mode has a partner with the same frequency, lifetime and transverse velocity but opposite v_z. The structure is invariant along z, so both partners travel equally far from the last wall and have the same f. Their g values are opposite. The energy exchanged with the local equilibrium, Σ ħω g/τ, therefore vanishes at every point, as does the excess energy arriving at every wall element. The assumed temperature is consistent.

A mirror or glide plane perpendicular to z supplies these partners; the translation in a glide does not alter frequencies, lifetimes or velocities. In a crystal with the full cubic symmetry of the diamond structure, the [100] and [110] axes have such a plane and [111] does not. For a [111] wire the pointwise cancellation is not guaranteed by this argument, and the result should be treated as an approximation of unassessed error.

Now follow the mode from its last wall, with b the distance travelled. Then df/db + f/Λ = 1. Multiplying by exp(b/Λ) gives

d[f exp(b/Λ)]/db = exp(b/Λ).

Integration from f(0) = 0 yields

f = Λ[1 − exp(−b/Λ)].

The sampled quantity looks forward instead. Let ℓ be an exponential flight of mean Λ, and d the distance to the first wall ahead. The mean of a non-negative variable is the integral of its probability of exceeding x, so

E[min(ℓ,d) | d] = ∫₀^d exp(−x/Λ) dx = Λ[1 − exp(−d/Λ)].

Divide the volume into thin tubes parallel to s. On an uninterrupted chord of length c, d = c − b. As b runs uniformly from 0 to c, so does d, and the two averages agree. The volume average of f is therefore

L_m = E[min(ℓ,d)],

with the start uniform in the volume.

The heat current follows by summing ħω v_z g. With C_m = ħω n₀′/V the heat capacity of the mode per volume, and V the crystal's normalization volume, the section-averaged current is −G Σ C_m v_z² L_m/|v|. Hence

κ = Σ C_m v_z² L_m/|v|.

**Why one boundary length is not enough**

On a single chord the average over starts is

L_c = (1/c) ∫₀^c Λ[1 − exp(−b/Λ)] db
 = Λ{1 − (Λ/c)[1 − exp(−c/Λ)]}.

Chords enter the volume average in proportion to their length, because a longer chord holds more starting points.

Define the equivalent boundary length B by 1/L_c = 1/Λ + 1/B. For Λ much smaller than c, the exponential is negligible and L_c ≈ Λ(1 − Λ/c), so 1/L_c ≈ 1/Λ + 1/c and B tends to c. For Λ much larger than c, expand the exponential to second order:

1 − exp(−c/Λ) ≈ c/Λ − c²/(2Λ²).

This gives L_c ≈ c/2, so B tends to c/2. Even for one direction and one chord, the boundary length depends on the intrinsic path.

The choice B = c has a definite meaning, but a different one. Intrinsic events on the chord number c/Λ on average, and there is one more flight than there are events. The mean over all flights is thus

c/(1 + c/Λ) = 1/(1/Λ + 1/c).

This count includes flights that begin at walls. For c = Λ = 100 nm it gives 50.0 nm, whereas L_c = 36.8 nm. A simulation of successive flights returned 50.1 nm for all flights, 36.7 nm for those starting at intrinsic events and 63.4 nm for those starting at walls. Intrinsic events of constant rate are uniformly distributed along the chord, which is why their flights reproduce the transport length. Wall-started flights must be left out of the average.

If a program accepts only an extra rate per mode, supply

1/τ_wall = |v|(1/L_m − 1/Λ).

In the relaxation-time formula this reproduces L_m. Putting the same rate into an iterative solution of the full collision operator is a further approximation, not covered by the derivation.

**Tracing a flight**

Describe the section by a polygon. Let p be the start, u the planar unit direction, and a + σe an edge with 0 ≤ σ < 1. Set w = a − p and x×y = x₁y₂ − x₂y₁. The crossing satisfies tu − σe = w. Taking the cross product with e, and then with u, gives

t = (w×e)/(u×e), σ = (w×u)/(u×e).

Keep the smallest positive t among valid crossings. If θ is the angle between v and z, the full distance is d = t/sin θ. Starts are drawn in a bounding rectangle. An odd number of crossings ahead means that the start is inside; the others are discarded.

The worked section is a 100 nm square with its upper-right 50 nm quarter removed. Start at (20, 30) nm with θ = 60° and azimuth 30°, so u = (0.866, 0.500). For the notch edge from (100, 50) to (50, 50), e = (−50, 0) and w = (80, 20). Then u×e = 25 and w×e = 1000, so t = 40 nm. Also w×u = 22.7, so σ = 0.91 and the crossing is valid. The distance along the flight is 40/0.866 = 46.2 nm.

Take Λ = 100 nm and draw ℓ = −Λ ln U, with U uniform between 0 and 1. For U = 0.5, ℓ = 69.3 nm and the wall cuts it to 46.2 nm. For U = 0.8, ℓ = 22.3 nm and it is kept whole.

Averaged over the section, this mode has L_m = 29.67 ± 0.03 nm, or 561 bohr; errors here are one standard error. The reversed direction gives 29.64 ± 0.03 nm, as the chord argument requires. A grid solution of s·∇f + f/Λ = 1, which uses no random flights, gives 29.68 nm.

**Averaging over directions**

With modes from a real crystal, use each mode's own velocity. A list reduced by crystal symmetry must first be expanded, because equivalent modes can point differently relative to the wire.

For isotropic modes sharing one speed and one Λ, let μ = |v_z|/|v|. The bulk conductivity is CvΛ/3, with C the total heat capacity per volume and v the speed, so

κ/κ_bulk = (3/Λ) ∫₀¹ μ² L(μ) dμ,

where L(μ) is already averaged over azimuth. Drawing μ from the density 3μ² absorbs the weight. Its cumulative probability is μ³, hence μ = U^(1/3). The ratio is then the mean of min(ℓ,d)/Λ.

The weight matters. At fixed planar distance, d = t/sin θ grows toward the axis, where μ² is also largest. For the L-shaped wire with Λ = 100 nm, the correct ratio is 0.449, while an unweighted direction average gives 0.364, which is 19% lower.

**Two limits to check against**

For short Λ, use 1 − κ/κ_bulk = E[exp(−d/Λ)]. Near a flat wall with outward normal N, a start at depth y has d = y/(s·N) for directions toward the wall. Integration over depth gives Λ(s·N). Now s·N = sin θ cos α, with α the azimuth from the normal, and the positive part of cos α averages to 1/π. The weighted mean of sin θ is

3∫₀¹ μ²√(1 − μ²) dμ = 3π/16,

as the substitution μ = sin a shows: the integral becomes ∫ sin²a cos²a da from 0 to π/2, which is π/16. Summing over a perimeter P and dividing by the area A gives the leading-order loss

1 − κ/κ_bulk ≈ 3ΛP/(16A).

For the L shape, P = 400 nm and A = 7500 nm². At Λ = 1 nm the law gives 0.0100 and sampling gives 0.00999 ± 0.00008. At Λ = 20 nm it predicts a loss of 0.20, against the sampled 0.18; the difference comes mainly from the corners, where short chords join adjacent walls.

For long Λ in a bounded section, min(ℓ,d) tends to d. Since the planar distance t and μ are independent,

Λ_B = ⟨t⟩ · 3∫₀¹ μ²/√(1 − μ²) dμ = (3π/4)⟨t⟩.

The same substitution turns this integral into ∫ sin²a da = π/4. For a circle of radius R, a chord at offset y has length c = 2√(R² − y²) and contributes c²/2 to the integral of distance over area. Thus

⟨t⟩ = [∫ 2(R² − y²) dy]/(πR²) = 8R/(3π),

with y from −R to R, and Λ_B = 2R, the diameter. Sampling a 100 nm circular wire gave 99.9 ± 0.2 nm. The L shape has ⟨t⟩ = 37.4 nm and Λ_B = 88.2 nm.

A film of thickness W behaves differently. In the plane perpendicular to the heat flow, its mean wall distance at azimuth φ from the normal is W/(2|cos φ|), whose average over φ diverges. There is no finite Λ_B. The film ratio follows from L_c with c = W/q, where q = |s·N|. Averaged around the film normal, the weight 3s_z² is 3(1 − q²)/2, so

κ/κ_bulk = 1 − (3Λ/2W) ∫₀¹ q(1 − q²)[1 − exp(−W/(Λq))] dq.

This is the Fuchs–Sondheimer result for diffuse walls. For W = Λ = 100 nm it gives 0.684; sampling gives 0.685 ± 0.001.

**The wire conductivity**

Let three isotropic groups with Λ = 20, 100 and 500 nm carry 0.3, 0.4 and 0.3 of the bulk conductivity. The table compares sampling, evaluated with the conditional mean described in the next section, with the fixed-length formula 1/(1 + Λ/Λ_B), where Λ_B = 88.2 nm is held fixed.

| Λ (nm) | Sampled ratio | Fixed length |
|---|---|---|
| 20 | 0.818 | 0.815 |
| 100 | 0.449 | 0.469 |
| 500 | 0.142 | 0.150 |

The total is

0.3 × 0.8181 + 0.4 × 0.4487 + 0.3 × 0.1416 = 0.467.

The fixed length gives 0.477, 2% higher. Its group errors, relative to sampling, are −0.4%, +4% and +6%. The total errs by less than the last two mainly because the first group, whose error is small, supplies over half of it; the opposite sign helps only slightly. The sign at short Λ follows from the limits: the fixed length predicts an initial loss of Λ/88.2, while the perimeter law gives Λ/100.

**How many starts**

The random ℓ can be replaced by its conditional mean Λ[1 − exp(−d/Λ)]. The expectation is unchanged, and the variance due to ℓ at fixed d is removed. For the L wire at Λ = 100 nm, this cut the variance by a factor of 2.7. The variance of min(ℓ,d)/Λ was 0.190, so that of the conditional mean is about 0.070. A 1% standard error on the ratio 0.449 needs

0.070/(0.01 × 0.449)² ≈ 3500 starts,

against about 9400 with random flights. Stored distances can serve every Λ, but the errors of the groups are then correlated and must not be combined as if independent.

**When not to use it**

Random starts can be truncated in any body, but if surfaces interrupt the heat flow, the temperature need not remain linear and the derivation fails. A film crossed by heat shows the size of the effect. Let its black walls have scaled temperatures 1 and 0, measure depth x in units of Λ, and set h = W/Λ. For isotropic modes, let I be the scaled energy per direction and q the cosine to the film normal. Then q dI/dx = T − I, and energy conservation makes T the direction average of I. Integrating along each direction gives

T(x) = ½[E₂(x) + ∫₀^h E₁(|x − y|) T(y) dy],

where Eₙ(x) = ∫₀¹ q^(n−2) exp(−x/q) dq. At the hot wall, the outgoing energy less the returning energy gives a current (Cv/4)Q per unit temperature difference, with

Q = 1 − 2∫₀^h T(x)E₂(x) dx.

Multiplying the current by W and dividing by CvΛ/3 gives κ/κ_bulk = (3/4)hQ. For W = 100 nm and Λ = 20, 100 and 500 nm, the solution is 0.779, 0.415 and 0.127. Truncated flights give 0.850, 0.461 and 0.133, too high by 9%, 11% and 5%. For cross-plane films, porous membranes and short wires between contacts, solve the transport equation with its temperature field.

**Real wires**

Silicon near room temperature is a relevant comparison. Its heat-carrying phonons have intrinsic paths spread roughly from tens of nanometres to several micrometres, so the three-group model is coarse and lacks the longest paths. Its 0.467 is not a prediction for silicon. Real surfaces may also reflect partly specularly. For isotropic modes and perfectly smooth walls parallel to z, reflection preserves v_z and the uniform solution f = Λ satisfies both the equation and the wall condition, so the ratio becomes 1. If a fraction of each mode is reflected this way and the rest is re-emitted diffusely, the model ratio lies between 0.467 and 1. Surface quality can therefore matter far more than the 2% difference between the two boundary treatments. In wires only a few nanometres wide, the assumption of bulk modes also needs separate justification.

The numerical output below gives further digits and the statistical errors.

Calculated quantities

```
L-section: side 100 nm, removed quarter 50 nm; start (20, 30) nm
Mode direction: theta 60 deg from axis, azimuth 30 deg
Single start: planar wall distance 40.000 nm, along ray 46.188 nm
  U=0.5: intrinsic flight 69.315 nm, kept 46.188 nm
  U=0.8: intrinsic flight 22.314 nm, kept 22.314 nm
Mode path, lam=100 nm: sampled 29.669 +- 0.034 nm = 560.7 bohr
  reversed mode 29.639 +- 0.035 nm; grid transport 29.681 nm
Fixed chord 100 nm, lam=100 nm: simulated mean / formula (nm)
  all flights 50.07 / 50.00
  from intrinsic events 36.71 / 36.79
  from walls 63.40 / 63.21
Film 100 nm, kappa/bulk along plane: sampled +- error, Fuchs-Sondheimer
  lam=20 nm: 0.9251 +- 0.0012, 0.9251
  lam=100 nm: 0.6851 +- 0.0009, 0.6839
  lam=500 nm: 0.3234 +- 0.0005, 0.3230
Same film, heat across it: truncated flights, self-consistent transport
  lam=20 nm: 0.8502 +- 0.0011, 0.7788
  lam=100 nm: 0.4614 +- 0.0005, 0.4151
  lam=500 nm: 0.1334 +- 0.0001, 0.1274
L-section: perimeter 400 nm, area 7500 nm^2, starts 750094
Short-path loss at lam=1 nm: 0.00999 +- 0.00008, law 0.01000
L-section mean planar distance 37.442 +- 0.031 nm
L-section ballistic limit 88.22 nm; at lam=1e5 nm 88.22 +- 0.23 nm
Circular wire, diameter 100 nm: ballistic limit 99.89 +- 0.20 nm
L-wire kappa/bulk: sampled +- error, grid transport, interpolation
  lam=20 nm, share 0.3: 0.8186 +- 0.0009, 0.8182, 0.8152
    conditional mean 0.81808 +- 0.00029; path 16.36 nm
  lam=100 nm, share 0.4: 0.4488 +- 0.0005, 0.4489, 0.4687
    conditional mean 0.44874 +- 0.00030; path 44.87 nm
  lam=500 nm, share 0.3: 0.1413 +- 0.0002, 0.1415, 0.1500
    conditional mean 0.14159 +- 0.00015; path 70.80 nm
At lam=100 nm: variance/lam^2 sampled 0.18964, formula 0.18999
  variance reduction by conditional mean: factor 2.72
  unweighted direction average/lam: 0.36446 +- 0.00026
Three-group wire kappa/bulk: 0.46740 +- 0.00024
Three-group interpolation: 0.47704
```
